# Correcting Minimum-Image Pair Histograms Beyond Half the Cell Side

**Q.** I have a simulated cell of amorphous InGaZnO$_4$ with 112 atoms. Its pair distribution function falls steadily once the distance passes half the cell side. A glass has no long-range order, so why should I correct that fall?

**A.** Because loss of order does not make the pair distribution function $g(r)$ fall to zero. It makes it tend to one, the value for atoms that ignore each other. (Scattering work often plots the reduced function $4\pi r\rho\,[g(r)-1]$, with $\rho$ the mean number density, under the same name; that one does tend to zero.) So first ask what your histogram gives for atoms with no order at all.

Let $N$ atoms sit in a periodic cube of side $L$. For each unordered pair, take the separation vector and add or subtract multiples of $L$ in each component until

$$|x|\le \frac L2,\qquad |y|\le \frac L2,\qquad |z|\le \frac L2 .$$

This is the minimum image, and each pair enters the histogram once, at $r=\sqrt{x^2+y^2+z^2}$. Now place the atoms independently and uniformly. Hold one atom of a pair fixed. The other is uniform in the cell, and subtracting a fixed vector modulo $L$ leaves it uniform. The folded separation is therefore uniform in the cube above, which has volume $L^3$.

There are $N(N-1)/2$ pairs. If $v$ is the volume of that part of a spherical shell which lies inside the cube, the expected count is

$$\langle H\rangle=\frac{N(N-1)}{2}\,\frac{v}{L^3}.$$

The usual normalization replaces $v$ by the whole shell volume, $4\pi r^2\,dr$ for a thin shell. That is right while the sphere fits in the cube, for $r\le L/2$. Beyond it, part of the sphere lies where no minimum-image vector can be, and the histogram falls even for structureless atoms.

**Q.** Then I need the part of the sphere that is left. Surely a sphere cut by a cube gives something awkward?

**A.** One face at a time, it does not. The face $x=L/2$ cuts off the cap with $L/2<x\le r$. Consider the strip of the sphere between $x$ and $x+dx$. Its circle has radius $s=\sqrt{r^2-x^2}$, and since $ds/dx=-x/s$, its width along the surface is

$$\sqrt{dx^2+ds^2}=dx\sqrt{1+\frac{x^2}{s^2}}=dx\,\frac{\sqrt{s^2+x^2}}{s}=\frac{r}{s}\,dx .$$

The area of the strip is circumference times width,

$$dA=2\pi s\,\frac rs\,dx=2\pi r\,dx .$$

The radius of the circle has cancelled, so equal steps in $x$ carry equal areas. The cap has area

$$A_{\rm cap}=\int_{L/2}^{r}2\pi r\,dx=2\pi r\left(r-\frac L2\right).$$

**Q.** You will now subtract six of these. But caps on neighbouring faces could overlap, and you would remove the same area twice.

**A.** They could, so let us find when. A point in the caps of the faces $x=L/2$ and $y=L/2$ has $x>L/2$ and $y>L/2$. Hence

$$r^2=x^2+y^2+z^2\ge x^2+y^2>\frac{L^2}{4}+\frac{L^2}{4}=\frac{L^2}{2}.$$

Such a point requires $r>L/\sqrt2$. The other neighbouring faces follow by changing signs and axes. Caps on opposite faces cannot meet, because $x$ cannot be both above $L/2$ and below $-L/2$. For $L/2\le r\le L/\sqrt2$ the six areas therefore add without double counting, and the visible fraction of the sphere is

$$f(r)=1-\frac{6\cdot2\pi r(r-L/2)}{4\pi r^2}
=1-\frac{3(r-L/2)}{r}
=1-3+\frac{3L}{2r}
=\frac{3L}{2r}-2 .$$

At $r=L/2$ this is $3-2=1$, so it joins the full sphere without a jump. Its slope there is $-3L/(2r^2)=-6/L$, whereas the slope below $L/2$ is zero. The uncorrected curve thus acquires a kink at half the cell side, made by the cell. At $r=L/\sqrt2$ the fraction is $3/\sqrt2-2=0.1213$.

**Q.** What if I carry on with the formula to larger distances? The corners of the cube reach to $\sqrt3L/2$.

**A.** It fails, because the overlaps are then subtracted twice. At $r=0.80L$ it gives $3/1.6-2=-0.125$, which cannot be a fraction of an area. Counting nearly uniform directions on the sphere gives 0.0124 there. The small patches near the cube's corners remain visible, but they need another formula with the overlap areas added back.

**Q.** My cell relaxed to slightly unequal edges. Is the result useless then?

**A.** The same argument works if the angles stay right. For edges $A$, $B$, $C$, the two caps across edge $A$ remove the fraction

$$\frac{2\cdot2\pi r(r-A/2)}{4\pi r^2}=1-\frac{A}{2r}.$$

Subtracting the three pairs of caps gives

$$f=1-\left(3-\frac{A+B+C}{2r}\right)=\frac{A+B+C}{2r}-2 .$$

This needs $r$ to be at least half the longest edge, so that all six caps exist, and at most half the shortest face diagonal, so that none overlap. For edges $0.96L$, $L$ and $1.06L$ at $r=0.60L$, it gives $3.02/1.20-2=0.5167$, and direction counting gives the same to four digits. A skewed cell has other faces and needs its own calculation.

**Q.** My histogram has bins of finite width. Is it enough to evaluate $f$ at the middle of each bin?

**A.** Often, but the integral is easy. For a bin $a<r<b$ inside the window,

$$v=\int_a^b4\pi r^2\left(\frac{3L}{2r}-2\right)dr
=\int_a^b(6\pi Lr-8\pi r^2)\,dr$$

$$\phantom{v}=3\pi L(b^2-a^2)-\frac{8\pi}{3}(b^3-a^3).$$

To see the midpoint error, write $m$ for the middle and $\Delta$ for the width. The linear term is integrated correctly by the midpoint rule. For the quadratic term, $\int r^2dr=m^2\Delta+\Delta^3/12$, so

$$v=4\pi m^2 f(m)\Delta-\frac{2\pi}{3}\Delta^3 .$$

The midpoint volume is slightly too large. With ten bins of width 0.023 nm across the window of your cell, the largest error is 0.096 % of the bin volume.

A bin that straddles $L/2$ must be split there. Equivalently, use differences of the volume of a ball inside the cube. For $R$ in the window,

$$V(R)=\frac{4\pi}{3}\left(\frac L2\right)^3+3\pi L\left(R^2-\frac{L^2}{4}\right)-\frac{8\pi}{3}\left(R^3-\frac{L^3}{8}\right).$$

The constant terms add to $\pi L^3(1/6-3/4+1/3)=-\pi L^3/4$, hence

$$V(R)=3\pi LR^2-\frac{8\pi}{3}R^3-\frac{\pi}{4}L^3 .$$

**Q.** Is this outer window worth the trouble? I could stop at $L/2$.

**A.** You could, and no part of the sphere would then be missing. But for uniform atoms the share of pairs below $L/2$ is $\pi/6=52.4$ %. The window holds $V(L/\sqrt2)/L^3-\pi/6=44.1$ %, and the corners beyond it hold 3.5 %. Stopping at half the side discards nearly half of the pairs.

**Q.** Put in the numbers for my oxide.

**A.** The cell has 16 formula units of mass 313.917 g/mol. I take a density of 6.1 g/cm$^3$, a rough value for a dense film. Then

$$L^3=\frac{16\times313.917\ {\rm g/mol}}{N_{\rm A}\times6.1\ {\rm g/cm^3}}
=1.367\ {\rm nm^3},\qquad L=1.110\ {\rm nm},$$

where $N_{\rm A}$ is Avogadro's constant. The window runs from 0.555 to 0.785 nm (5.55 to 7.85 Å). At 0.70 nm,

$$f=\frac{3\times1.1099}{2\times0.70}-2=0.378 .$$

An uncorrected histogram there shows 38 % of the proper value for uniform atoms, and the count must be multiplied by 2.64. At 0.60 nm the fraction is 0.775, and at 0.75 nm it is 0.220.

As a test, 1500 cells of 112 independent uniform atoms were binned. In the bin at 0.773 nm the raw result was 0.153 and the corrected one 1.000. Over all ten bins, the largest departure from the expected count was 1.6 standard deviations. These atoms have no order to lose, so the fall in the raw curve is wholly geometric.

**Q.** But my atoms do have order. You derived the correction for an ideal gas, and I am to trust it in a glass?

**A.** You should trust a narrower claim. Let $h(\mathbf d)$ be the pair density at separation $\mathbf d$ relative to its mean over the cell, averaged over the structures you use. Then

$$\langle H\rangle=\frac{N(N-1)}{2L^3}\int_{\rm visible\ shell}h(\mathbf d)\,d^3d .$$

Dividing by the uniform-atom count leaves

$$\frac{1}{v}\int_{\rm visible\ shell}h(\mathbf d)\,d^3d ,$$

which is the mean of $h$ over the visible directions. If $h$ depends on distance alone, this is its value at that distance, up to averaging across the bin. If $h$ also depends on direction, the correction cannot supply what the hidden directions would have shown.

**Q.** Can that difference matter, or is it a formal reservation?

**A.** It can matter. Take a pair density with a weak imprint of the cell,

$$h=1+a\,[\cos kx+\cos ky+\cos kz],\qquad k=\frac{2\pi}{L},\quad a=0.10 .$$

Equal areas for equal steps in $x$ mean that $x$ is uniform between $-r$ and $r$ on the full sphere. The mean of the cosine is thus

$$\frac1{2r}\int_{-r}^{r}\cos kx\,dx=\frac{\sin kr}{kr},$$

and the spherical mean of $h$ is $1+3a\sin(kr)/(kr)$. At 0.70 nm this is 0.945. The mean over visible directions is 0.866, and a corrected histogram with a bin 0.02 nm wide, computed on a grid in the cube, also gives 0.866.

The sign can be understood from two directions. Along a cube axis, which is hidden, two of the cosines equal one and $h$ is about 1.13. Along a body diagonal, which is visible, all three cosines are negative and $h$ is about 0.80. The correction has worked as derived, yet the result is 8 % below the spherical mean. The amplitude is a chosen number, not an estimate for your glass.

**Q.** Why not count all periodic images, then? The whole sphere would be filled and I could forget $f$.

**A.** You could. An all-image count must be divided by the full shell volume and not by $f$ as well. But look at what fills the caps. A vector with $x>L/2$ is the periodic copy of one with $x-L$ in its place. The copy has squared length

$$r'^2=(x-L)^2+y^2+z^2=r^2-L(2x-L)<r^2 .$$

Since $x$ runs from $L/2$ to $r$ in the cap, $r'$ runs from $r$ down to $L-r$. Each vector in a cap therefore repeats a pair already present at a shorter distance. The sphere is filled with copies, and no independent atoms have been added.

The two methods answer different questions about the same cell. The all-image count gives the mean of $h$ over the full sphere, imprint of the periodicity included. The corrected minimum-image count gives the mean over the part not filled by copies. They agree on average when the hidden directions have the same mean $h$ as the visible ones, as for uniform atoms. It is not enough that $h$ depends only on the minimum-image distance. At 0.70 nm the caps carry values from distances between 0.41 and 0.70 nm, so pairs from a peak at 0.50 nm are counted again in the all-image curve there, but not in the corrected one.

**Q.** Which of them is closer to a larger piece of material?

**A.** That depends on the structure, and I can offer one case. Put 48 points, the number of metal atoms in your cell, at random into the same cube, rejecting any that comes within 0.25 nm of an earlier one. Compare with 384 points placed by the same rule in a cube of twice the side, with density and core held fixed. The larger cell has half its side at 1.110 nm, so our whole window lies inside its full spheres.

For this comparison I use the density-based convention

$$g=\frac{2L^3H}{N^2v},$$

with $H$ the mean count per structure. The root-mean-square difference from the larger cell, over the ten bins, is 0.551 for the raw histogram, 0.008 for the corrected one and 0.009 for all images. The estimated counting noise of the corrected comparison is about the same, 0.0075. So the correction removes the large error, and this calculation does not resolve which of the two methods is better.

**Q.** You changed $N(N-1)$ into $N^2$. Was that to make the numbers look good?

**A.** It is a different convention, and the difference should be stated. With $N(N-1)$, independent uniform atoms give one. With $N^2$ they give $1-1/N$, because an atom does not pair with itself. For the packing, using $N(N-1)$ in the small cell multiplies its $g$ by $48/47$, and the difference from the larger cell, still in the $N^2$ convention, becomes 0.018.

There is a reason for such a shift. The mean of $h$ over the cell is one by definition. If the core empties the region at short distance and the peaks do not make up for it, $h$ must lie above one elsewhere. In a small cell the excess must fit into a small volume, so on average it is larger there than in a big cell. The factor $1-1/N$ largely offsets it in this packing; I do not claim that it does so in every glass.

For your cell $1/N$ is 0.9 % for all atoms but 6.3 % for the 16 indium atoms. The offset found above does not carry over to such a subset. Choose 16 of the 48 packing points at random: their $h$ is that of the whole packing, about 2 % above the larger cell, but the $N^2$ convention multiplies it by $15/16$ and puts the curve about 4.5 % low. There $N(N-1)$ is the closer choice, so state which convention a partial curve uses. For two different species there is no self-pair: the uniform count is $N_1N_2v/L^3$. The fraction $f$ is the same in each case, since it belongs to the cell and not to the atoms.

**Q.** Then my corrected In–In curve should be good out to 0.785 nm?

**A.** Its mean may be, but a single structure will be very noisy. In a bin 0.02 nm wide at 0.70 nm, uniform atoms would give about 212 pairs of all kinds, and a relative noise of $1/\sqrt{212}=6.9$ %. For In–In there are 4.1 pairs and the noise is about 50 %. Dividing by $f$ scales the count and its noise together, so it does not improve their ratio.

With $M$ independent structures the noise falls as $1/\sqrt M$. To bring 50 % down to 5 % takes about 100 of them. Successive frames of one quenched glass are not independent in this sense if its atoms merely vibrate about fixed sites.

**Q.** At least I can integrate the corrected curve to get coordination numbers at these distances.

**A.** You can integrate it, but consider what the number means. At the mean density, a full sphere of radius $L/\sqrt2$ holds

$$\frac{N}{L^3}\,\frac{4\pi}{3}\left(\frac{L}{\sqrt2}\right)^3=\frac{\sqrt2\,\pi}{3}N=166$$

atoms, while your cell contains 112. The integral is an extrapolation from the visible directions to the hidden ones. It is not a count of distinct neighbours in the simulation.

**Q.** My run was at constant pressure, so $L$ changed from frame to frame. May I use one value?

**A.** For one frame, use the $L$ of that frame, because $f$ is a small difference of larger terms. At fixed $r$, $\delta f=3\,\delta L/(2r)$, and so

$$\frac{\delta f}{f}=\frac{3L}{2rf}\,\frac{\delta L}{L}.$$

At 0.70 nm the factor in front is $2.378/0.378=6.3$.

To size the thermal change, let the cell stay cubic and have bulk modulus $B$. A small volume change costs the free energy $B(\delta V)^2/(2V)$. In classical equilibrium this quadratic term averages to $k_{\rm B}T/2$, which gives

$$\langle(\delta V)^2\rangle=\frac{k_{\rm B}TV}{B},\qquad \frac{\delta L}{L}=\frac13\frac{\delta V}{V}.$$

With $T=300$ K and a rough $B=100$ GPa, the root-mean-square change of $L$ is about 0.2 %, and that of $f$ at 0.70 nm is about 1 %. The uniform count contains $f/L^3$, so a wrong $L$ enters the corrected curve with the factor $6.3-3=3.3$, which gives about 0.6 %. This is smaller than the single-frame noise of 6.9 %, but it grows towards the end of the window, where $f$ is smaller. For uniform atoms it nearly averages out over many frames if the one value you use is the mean $L$.

**Q.** How much of all this applies to a real transistor film?

**A.** The film has no periodic cell and hence no $f$. The correction concerns the model you compare with it. What the film decides is the density and composition you give the model. The value 6.1 g/cm$^3$ stands for a dense film; porous films are lighter, and real ones may depart from the ideal composition and contain hydrogen. If the density were 5 % lower at the same atom number, $L$ would be about 1.7 % larger and $f$ at 0.70 nm about 11 % larger, from the factor 6.3 above. The packing with its 0.25 nm core has neither oxygen nor bonding. Its agreement with the larger cell tests the geometry and is no error estimate for a simulated oxide. For that, repeat your own quench in a larger cell at the same density and cooling rate, and compare the two curves in this window. The numerical output below lists the main computed values.

## Values computed for the example and the checks

```
Atoms, metals, indium in cell: 112, 48, 16
Formula mass: 313.917 g/mol; density: 6.1 g/cm3
Cell volume: 1.3673 nm3; side L: 1.1099 nm
Window L/2 to L/sqrt(2): 0.5550 to 0.7848 nm
r=0.60 nm: f=0.7748, counted=0.7747, 1/f=1.291
r=0.65 nm: f=0.5613, counted=0.5613, 1/f=1.782
r=0.70 nm: f=0.3784, counted=0.3784, 1/f=2.643
r=0.75 nm: f=0.2198, counted=0.2198, 1/f=4.550
f at L/sqrt(2): 0.1213; counted 0.1213
r=0.80 L: formula -0.1250, counted 0.0124
Rectangular edges/L: [0.96 1.   1.06]; r/L=0.60
Rectangular f: formula 0.5167, counted 0.5167
Cube volume share below L/2: 52.36 %
Cube volume share in window: 44.15 %
Cube volume share beyond window: 3.49 %
Mean atoms in full sphere r=L/sqrt(2): 165.9
Histogram bin width: 0.02299 nm; bins: 10
Largest midpoint bin-volume error: 0.096 %
Uniform-atom snapshots: 1500
Uniform r=0.5664 nm: raw 0.9406, corrected 1.0020
Uniform r=0.6584 nm: raw 0.5278, corrected 0.9988
Uniform r=0.7733 nm: raw 0.1527, corrected 0.9999
Largest uniform deviation: 1.59 sigma
Packing core: 0.25 nm; runs small/large: 1000/35
Large packing: 384 sites, side 2.2198 nm
Packing r=0.5664 nm: raw 0.961, corrected 1.023, images 1.024, large 1.034
Packing r=0.6584 nm: raw 0.530, corrected 1.003, images 1.003, large 0.998
Packing r=0.7733 nm: raw 0.151, corrected 0.992, images 0.989, large 0.997
RMS difference from large cell, raw: 0.5508
RMS difference, corrected, N^2: 0.0077
RMS difference, corrected, N(N-1): 0.0179
RMS difference, all images, N^2: 0.0094
Estimated packing counting noise: 0.0075
Directional test: amplitude 0.10, r=0.70 nm
Spherical mean 0.9446; visible mean 0.8656; histogram 0.8664
Noise-estimate bin: 0.70 nm, width 0.02 nm
All pairs in bin: 211.8; noise 6.9 %
In-In pairs in bin: 4.09; noise 49.5 %
1/N for all atoms: 0.89 %; for In: 6.25 %
Temperature: 300 K; rough bulk modulus: 100 GPa
Thermal RMS change of L: 0.183 %
Resulting RMS change of f at 0.70 nm: 1.15 %
```
